# Nunes-Vanderbilt functional for a Rice-Mele chain in an electric field, part 1

(Sections cited here and not found follow in the second part.)

## One electron on two sites

A spinless electron of charge $-e$ moves on two sites, A at $x=-a/4$ with energy $+\Delta$ and B at $x=+a/4$ with energy $-\Delta$, joined by a hopping $-t_1$. An ion of charge $+e$ sits at $x=0$. A field $F$ along $x$ adds $+eFx$ to the electron's Hamiltonian. With $f=eFa$,

$$H+eFx=\begin{pmatrix}\Delta-f/4&-t_1\\-t_1&-\Delta+f/4\end{pmatrix},\qquad E(f)=-\sqrt{(\Delta-f/4)^2+t_1^2}.$$

The derivative of the level with respect to $f$ is the expectation value of $x/a$. With $\varepsilon_1=\sqrt{\Delta^2+t_1^2}$, differentiation at $f=0$ gives $E'=\Delta/(4\varepsilon_1)$ and $E''=-1/(16\varepsilon_1)+\Delta^2/(16\varepsilon_1^3)=-t_1^2/(16\varepsilon_1^3)$. The dipole per length $a$ is $P=-e\langle x\rangle/a=-eE'(f)$, and $df/dF=ea$, so

$$\bar x=\frac{a\Delta}{4\varepsilon_1},\qquad \alpha=\frac{dP}{dF}=-e^2aE''=\frac{e^2a\,t_1^2}{16\,\varepsilon_1^3}.\tag{1}$$

The same answer follows from a minimization with no normalization constraint. Take a real vector $w$ of squared length $s=w^Tw$, a constant $\eta$, and $E[w]=\eta+(2-s)\,w^T(H+eFx-\eta)w$. Writing $w=\sqrt s\,\hat w$ and $\hat h=\hat w^T(H+eFx)\hat w$, and using $(2-s)s=1-(1-s)^2$,

$$E[w]=\hat h+(1-s)^2(\eta-\hat h).$$

If $\eta$ lies above both levels the second term is never negative and vanishes at $s=1$, so the minimum is the normalized ground state. The factor $2-s$ is the first-order expansion of $1/s$ about $s=1$, and it turns normalization from a constraint into a result.

## The problem

Repeat the dimer with period $a$. Cell $l$ has site A at $la-a/4$, site B at $la+a/4$ and an ion $+e$ at $la$, and a hopping $-t_2$ joins B in cell $l$ to A in cell $l+1$, with $t_1>t_2>0$ and $\Delta>0$. This is the Rice-Mele chain. There is one spinless electron per cell (for two spin directions the energy per cell, the dipole and the ion charge double, while the bands and the gap are unchanged). The electrons are independent, so $F$ is the field they feel and there is no local-field correction. Energies are in eV.

Let $w$ be a real orbital that vanishes outside the cells $-R,\dots,R$, and $w_l$ its translate by $l$ cells. With $S_l=\langle w_0|w_l\rangle$, $G=H-\eta+eFx$ and $G_{l0}=\langle w_l|G|w_0\rangle$, the Nunes-Vanderbilt energy per cell and the polarization are

$$E[w;F]=\eta+2G_{00}-\sum_lS_lG_{l0},\qquad X=2x_{00}-\sum_lS_l\,x_{l0},\qquad P=-\frac{eX}{a}.\tag{2}$$

$E$ is linear in the field, $E[w;F]=E[w;0]+eFX=E[w;0]-aFP$, and the ion at the origin adds nothing. In one dimension $P$ is a dipole per length and has the unit of charge. Since $S_l=0$ for $|l|>2R$, the cost per cell does not depend on the length of the chain.

The tasks are to find the polarization $P_0$ and susceptibility $\alpha=dP/dF$ that (2) implies without truncation, to decide in what sense a minimum exists at $F\ne0$, and to minimize (2) for $t_1=1$, $t_2=0.5$, $\Delta=0.6$, $\eta=2$ eV and $a=5$ Å (chosen inputs) with $R=0,\dots,6$.

## A first estimate by scaling

The dimer results have the form $\bar x\sim(a/4)\,\Delta/\varepsilon$ and $\alpha\sim2e^2|x_{cv}|^2/(a\,\delta E)$, where $\varepsilon$ is half the level splitting $\delta E$ and the transition dipole $x_{cv}$ is of the order of $a/4$. In the chain the splitting depends on $k$. Its smallest value is the gap, 1.562 eV, and its average is twice the magnitude of the band energy per cell $E_0=-1.2349$ eV, that is 2.470 eV. The two choices give

$$\frac{\bar x}{a}\sim\frac{0.6}{4\times1.2349}=0.12\ \text{ to }\ \frac{0.6}{4\times0.781}=0.19,\qquad \alpha\sim\frac{1}{8\times2.470}=0.051\ \text{ to }\ \frac{1}{8\times1.562}=0.080\ \ e^2a/\mathrm{eV}.$$

An orbital of the filled band decays as $e^{-\kappa|x|}$. The energy is stationary at the exact orbital, so cutting the tail at $R$ should cost an amount quadratic in the missing amplitude, $e^{-2\kappa Ra}$. For these inputs $\kappa=1.055/a$ (derived below), and each added pair of cells should gain a factor $e^{-2\kappa a}=0.121$.

The potential $eFx$ drops by $eFaR$ from the centre of the window to its edge. Once this exceeds the gap it pays to move weight into the empty band at the low edge, so the minimum centred in cell 0 should survive only for $eFa\lesssim 1.56\ \mathrm{eV}/R$, about 0.26 eV at $R=6$.

## The exact solution

From here lengths are in units of $a$ and $k$ in units of $1/a$, with $a$ restored in final results. Site positions are $x_{l\sigma}=l+\tau_\sigma$, $\tau_A=-1/4$, $\tau_B=+1/4$. The zone average is $\langle\cdot\rangle=\int_0^{2\pi}dk/2\pi$, and $\partial=d/dk$.

### The functional in k space

Define the two-component transform $u_k(\sigma)=\sum_le^{-ikx_{l\sigma}}w(l,\sigma)$, with inverse $w(l,\sigma)=\langle e^{ikx_{l\sigma}}u_k(\sigma)\rangle$. Three facts follow from the definition. A translation by $l$ cells multiplies $u_k$ by $e^{-ikl}$. Differentiating the finite sum shows that $xw$ has the transform $i\partial u_k$. Scalar products are zone averages, $\langle v|w\rangle=\langle v_k^\dagger u_k\rangle$. The phase uses the true site position, so $u_{k+2\pi}(\sigma)=e^{-2\pi i\tau_\sigma}u_k(\sigma)$. With the cell index $l$ in the phase instead, $i\partial$ would represent $l$ rather than $x$, and the intracell part $\tau_\sigma$ of the dipole would have to be added separately.

On an A site, $(Hw)(l,A)=\Delta w(l,A)-t_1w(l,B)-t_2w(l-1,B)$. The two B neighbours lie at $+1/2$ and $-1/2$ from A, so $(H_k)_{AB}=-t_1e^{ik/2}-t_2e^{-ik/2}=-e^{ik/2}q$ with $q=t_1+t_2e^{-ik}$, and the diagonal is $(\Delta,-\Delta)$.

With $s_k=u_k^\dagger u_k$, the overlaps are $S_l=\langle e^{-ikl}s_k\rangle$, which inverts to $\sum_lS_le^{ikl}=s_k$. The matrix elements are $G_{l0}=\langle e^{ikl}g_k\rangle$ with $g_k=u_k^\dagger(H_k-\eta)u_k+f\,u_k^\dagger i\partial u_k$. The sum over $l$ therefore gives $\sum_lS_lG_{l0}=\langle s_kg_k\rangle$ and $E=\eta+\langle(2-s_k)g_k\rangle$. Put $u=\sqrt s\,\hat u$ with $\hat u^\dagger\hat u=1$. Then $u^\dagger i\partial u=s\hat A+\tfrac i2\partial s$ with $\hat A=\hat u^\dagger i\partial\hat u$, which is real because $\partial(\hat u^\dagger\hat u)=0$ makes $\hat u^\dagger\partial\hat u$ imaginary. The imaginary part drops out, since $(2-s)\partial s=\partial(2s-s^2/2)$ averages to zero for periodic $s$. With $\hat h=\hat u^\dagger H_k\hat u$,

$$E=\langle\hat h+f\hat A\rangle+\langle(1-s)^2(\eta-\hat h-f\hat A)\rangle.\tag{3}$$

This is the dimer identity at every $k$. Without truncation $s_k$ and $\hat u_k$ vary independently, $s_k=1$ (orthonormal translates) is stationary at any field, and the second term contributes nothing to $P_0$ or $\alpha$. At $F=0$, with bands $\pm\varepsilon_k$ and $\eta$ above the band top, $\hat h\ge-\varepsilon_k$ and $\eta-\hat h>0$, so every orbital, truncated or not, obeys $E\ge E_0=-\langle\varepsilon\rangle$. If $\eta$ lies in the gap the valence solution is still a local minimum, but a conduction-like $\hat u$ with large $s$ sends $E$ to $-\infty$.

### Berry-phase polarization

The eigenvalues of $H_k$ are $\pm\varepsilon$ with $\varepsilon^2=\Delta^2+|q|^2$ and $|q|^2=t_1^2+t_2^2+2t_1t_2\cos k$. The gap, at $k=\pi$, is $2\sqrt{\Delta^2+(t_1-t_2)^2}$. The first row of $H_ku=-\varepsilon u$ gives $u(A)/u(B)=e^{ik/2}q/(\varepsilon+\Delta)$. Write $q=|q|e^{i\beta}$ and $\tan(\theta/2)=|q|/(\varepsilon+\Delta)$. Since $|q|^2=(\varepsilon-\Delta)(\varepsilon+\Delta)$, we have $\tan^2(\theta/2)=(\varepsilon-\Delta)/(\varepsilon+\Delta)$ and $\cos\theta=(1-\tan^2)/(1+\tan^2)=\Delta/\varepsilon$. The valence vector and its orthogonal partner, with the required behaviour under $k\to k+2\pi$, are

$$u_v=\begin{pmatrix}e^{i(\beta+k/4)}\sin\frac\theta2\\ e^{-ik/4}\cos\frac\theta2\end{pmatrix},\qquad u_c=\begin{pmatrix}e^{ik/4}\cos\frac\theta2\\-e^{-i(\beta+k/4)}\sin\frac\theta2\end{pmatrix}.$$

A component $\rho e^{i\gamma}$ contributes $-\gamma'\rho^2+i\rho\rho'$ to $u^\dagger i\partial u$, and the terms $\rho\rho'$ cancel by normalization. Hence $A_{vv}=-(\beta'+\tfrac14)\sin^2\frac\theta2+\tfrac14\cos^2\frac\theta2$ and $A_{cc}=-A_{vv}$. With $\sin^2\frac\theta2=(1-\cos\theta)/2$,

$$A_{vv}=-\tfrac12\beta'+\cos\theta\left(\tfrac12\beta'+\tfrac14\right).$$

For $t_1>t_2$ the circle traced by $q$ does not enclose zero, so $\langle\beta'\rangle=0$. Next, $\beta'=\mathrm{Im}(q'q^*)/|q|^2$ with $q'q^*=-it_2e^{-ik}(t_1+t_2e^{ik})$, whose imaginary part is $-(t_1t_2\cos k+t_2^2)$. Adding $|q|^2/2$ to this numerator gives $\beta'+\tfrac12=(t_1^2-t_2^2)/(2|q|^2)$. At $F=0$ the untruncated minimum of (3) has $s=1$ and $\hat u=u_v$, where $X=\langle A_{vv}\rangle$, so

$$P_0=-\frac{e\bar x}{a},\qquad\bar x=a\left\langle\frac{\Delta\,(t_1^2-t_2^2)}{4\,\varepsilon\,|q|^2}\right\rangle.\tag{4}$$

The Berry phase is $2\pi\bar x/a$. The minimum is degenerate, because $\hat u\to e^{i\vartheta(k)}\hat u$ leaves $\hat h$ unchanged and adds $-\vartheta'$ to $\hat A$. A periodic $\vartheta$ does not change $X$, while $\vartheta=-mk$ adds $ma$, which is a translation of $w$. $P_0$ is thus defined modulo $e$, and (4) is the branch centred in cell 0. For $t_2=0$, (4) is the dimer value (1). For $\Delta\to0$ the centre is the midpoint of the strong bond. For $\Delta\to\infty$, $\cos\theta\to1$ and $A_{vv}\to1/4$, which is site B. For $t_2>t_1$ the winding is $\langle\beta'\rangle=-1$ and (4) acquires an extra $a/2$.

### Linear susceptibility

Set $s=1$ and $\hat u=(u_v+c_ku_c)/\sqrt{1+|c|^2}$, which is general up to the gauge phase. Then $\hat h=-\varepsilon+2\varepsilon|c|^2+O(c^4)$. For $\hat A$, take the real part of $(u_v+cu_c)^\dagger i\partial(u_v+cu_c)$ and divide by $1+|c|^2$. Let $A_{cv}=u_c^\dagger i\partial u_v$. Differentiating $u_v^\dagger u_c=0$ gives $u_v^\dagger i\partial u_c=A_{cv}^*$, so

$$\hat A=A_{vv}+2\,\mathrm{Re}(c^*A_{cv})+|c|^2(A_{cc}-A_{vv})+\mathrm{Re}(c^*i\partial c)+O(c^3).\tag{5}$$

If $c$ is of order $f$ and smooth in $k$, the last two terms enter $E$ at order $f^3$. At order $f^2$,

$$2\varepsilon|c|^2+2f\,\mathrm{Re}(c^*A_{cv})=2\varepsilon\left|c+\frac{fA_{cv}}{2\varepsilon}\right|^2-\frac{f^2|A_{cv}|^2}{2\varepsilon},$$

so $c=-fA_{cv}/2\varepsilon$. This choice keeps $w$ real: reality means $u_{-k}=u_k^*$, which holds for $u_v$ and $u_c$ and implies $A_{cv}(-k)=A_{cv}(k)^*$. Matching to $E=E_0-aFP_0-\tfrac12a\alpha F^2$ gives $\alpha=e^2a\langle|A_{cv}|^2/\varepsilon\rangle$.

To evaluate $|A_{cv}|^2$, write $H_k=\mathbf d\cdot\boldsymbol\sigma$. From $(H_k)_{AB}=d_x-id_y$,

$$\mathbf d=\left(-(t_1+t_2)\cos\tfrac k2,\ (t_1-t_2)\sin\tfrac k2,\ \Delta\right).$$

The projector $\Pi=u_vu_v^\dagger=(1-\mathbf n\cdot\boldsymbol\sigma)/2$, $\mathbf n=\mathbf d/\varepsilon$, has $\partial\Pi=(\partial u_v)u_v^\dagger+u_v\partial u_v^\dagger$. Its diagonal elements in the basis $u_v,u_c$ vanish and its off-diagonal element is $u_c^\dagger\partial u_v$, so $\mathrm{Tr}(\partial\Pi)^2=2|A_{cv}|^2$. The Pauli form gives $\mathrm{Tr}(\partial\Pi)^2=|\mathbf n'|^2/2$. From $\mathbf n'=\mathbf d'/\varepsilon-\mathbf d(\mathbf d\cdot\mathbf d')/\varepsilon^3$ one finds $|\mathbf n'|^2=[\varepsilon^2|\mathbf d'|^2-(\mathbf d\cdot\mathbf d')^2]/\varepsilon^4=|\mathbf d\times\mathbf d'|^2/\varepsilon^4$. Here $\mathbf d'=\tfrac12\left((t_1+t_2)\sin\frac k2,(t_1-t_2)\cos\frac k2,0\right)$, and $|\mathbf d'|^2=(t_1^2+t_2^2-2t_1t_2\cos k)/4$ by $\cos^2\frac k2-\sin^2\frac k2=\cos k$. Because $d_z'=0$, the $x$ and $y$ components of the cross product contribute $\Delta^2|\mathbf d'|^2$, and the $z$ component is $d_xd_y'-d_yd_x'=-(t_1^2-t_2^2)/2$. With $|A_{cv}|^2=|\mathbf d\times\mathbf d'|^2/4\varepsilon^4$,

$$\alpha=e^2a\left\langle\frac{\Delta^2(t_1^2+t_2^2-2t_1t_2\cos k)+(t_1^2-t_2^2)^2}{16\,\varepsilon^5}\right\rangle.\tag{6}$$

For $t_2=0$ the numerator is $t_1^2\varepsilon_1^2$ and (6) reduces to (1).

Without truncation, the functional (2) gives the polarization (4) and the linear susceptibility (6). It remains to decide in what sense a minimum exists at $F\ne0$, and to minimize (2) for the chosen inputs with $R=0,\dots,6$.

Numerical values quoted here were computed with a short program.
